# When a uniform Holstein carrier localizes on an eight-site ring: a numerical check

```python
"""Adiabatic Holstein carrier on a ring: instability of the uniform state.

F = -t sum(psi_i* psi_{i+1} + c.c.) - alpha sum u_i |psi_i|^2 + K/2 sum u_i^2
Result under test: with E_p = alpha^2/(2K), the uniform state of an N-site ring
is unstable when E_p > E_c = (N t/2) (1 - cos(2 pi/N)); for N = 8 the localized
state grows continuously from that point.
t: hopping (eV); alpha: coupling (eV/angstrom); K: stiffness (eV/angstrom^2);
u: displacement (angstrom); psi: carrier amplitude; E_p: one-site binding energy.
"""
import numpy as np
from scipy.optimize import minimize, fsolve, brentq

N = 8
t = 0.1
alpha = 2.0
K = 10.0
E_p = alpha**2 / (2 * K)
rng = np.random.default_rng(1)


def ring(sites):
    """Hopping matrix of a ring for unit hopping."""
    one = np.eye(sites)
    return -(np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0))


def wave(sites, m):
    """Normalized cosine of wavevector 2 pi m / sites."""
    c = np.cos(2 * np.pi * m * np.arange(sites) / sites)
    return c / np.linalg.norm(c)


def threshold(sites, m=1):
    """Derived critical E_p (eV) of mode m."""
    return 0.5 * sites * t * (1 - np.cos(2 * np.pi * m / sites))


H1 = ring(N)
E_c = threshold(N)


def energy(psi, binding, hop=t):
    """Energy after elimination of the lattice, for any complex psi."""
    psi = psi / np.linalg.norm(psi)
    return (hop * np.vdot(psi, H1 @ psi).real
            - binding * np.sum(np.abs(psi)**4))


def lattice_potential(u, coupling):
    """Elastic energy plus lowest electronic level at fixed displacements."""
    h = t * ring(len(u)) - np.diag(coupling * u)
    return np.linalg.eigvalsh(h)[0] + 0.5 * K * np.sum(u**2)


def lattice_stiffness(sites, m, coupling, step=5e-5):
    """Second difference of the lattice potential at the uniform state."""
    u0 = np.full(sites, coupling / (K * sites))
    d = step * wave(sites, m)
    return (lattice_potential(u0 + d, coupling)
            + lattice_potential(u0 - d, coupling)
            - 2 * lattice_potential(u0, coupling)) / step**2


def relax(density, coupling, mirror=False):
    """Alternate optimal lattice and electronic ground state; F must not rise."""
    last = np.inf
    for _ in range(8000):
        u = coupling * density / K
        w, v = np.linalg.eigh(t * H1 - np.diag(coupling * u))
        total = w[0] + 0.5 * K * np.sum(u**2)
        assert total <= last + 1e-12
        last = total
        new = v[:, 0]**2
        if mirror:
            new = 0.5 * (new + new[::-1])
        change = np.max(np.abs(new - density))
        density = new
        if change < 1e-13:
            break
    assert change < 1e-10
    return np.sqrt(density), coupling * density / K, total, w[0]


def constrained_modes(psi, binding):
    """Eigenpairs of the second variation at fixed norm."""
    h = t * H1
    mu = psi @ h @ psi - 2 * binding * np.sum(psi**4)
    basis = np.linalg.svd(psi[None, :])[2][1:].T
    hess = h - np.diag(6 * binding * psi**2) - mu * np.eye(N)
    w, v = np.linalg.eigh(basis.T @ hess @ basis)
    return w, basis @ v


def search(ratio, starts):
    """Many-start gradient minimization; energies in units of t."""
    def value_gradient(x):
        norm = np.linalg.norm(x)
        p = x / norm
        g = 2 * H1 @ p - 4 * ratio * p**3
        return p @ H1 @ p - ratio * np.sum(p**4), (g - p * (p @ g)) / norm
    found = []
    for k in range(starts):
        x = rng.random(N)**(1 + 3 * (k % 4)) + 1e-3
        res = minimize(value_gradient, x / np.linalg.norm(x), jac=True,
                       method="BFGS", options={"gtol": 1e-8})
        found.append(res.fun)
    return np.array(found)


# Stability of the uniform state, from the energy and from the lattice
uniform = np.full(N, 1 / np.sqrt(N))
E_u = energy(uniform, E_p)
assert abs(E_u - (-2 * t - E_p / N)) < 1e-12
h = 1e-3
costs, stiffs = [], []
for m in range(1, N // 2 + 1):
    d = wave(N, m)
    band = 2 * t * (1 - np.cos(2 * np.pi * m / N))
    real_cost, phase_cost = [
        (energy(uniform + h * s * d, E_p) + energy(uniform - h * s * d, E_p)
         - 2 * E_u) / (2 * h**2) for s in (1, 1j)]
    assert abs(real_cost - (band - 4 * E_p / N)) < 1e-4 * t
    assert abs(phase_cost - band) < 1e-4 * t
    stiff = lattice_stiffness(N, m, alpha)
    assert abs(stiff - K * (1 - E_p / threshold(N, m))) < 1e-3 * K
    costs.append(real_cost)
    stiffs.append(stiff)
alpha_c = brentq(lambda a: lattice_stiffness(N, 1, a), 0.5, 3.0)
assert abs(alpha_c - np.sqrt(2 * K * E_c)) < 1e-3
assert abs(E_c / t - (4 - 2 * np.sqrt(2))) < 1e-12

# Threshold of longer rings, extracted from the lattice stiffness
long_rings = []
for sites in (16, 32):
    value = E_p / (1 - lattice_stiffness(sites, 1, alpha) / K)
    assert abs(value / threshold(sites) - 1) < 1e-3
    long_rings.append((sites, value))

# Growth of the localized state just above threshold (units of t)
cosine = np.cos(2 * np.pi / N)
G = 3.5 - 4.5 / (1 + 2 * cosine)
ec = E_c / t
fold = [0, 1, 2, 3, 4, 3, 2, 1]


def near_threshold(x):
    """Solve the stationary equation at E_p = E_c (1 + x), site-centred."""
    b = ec * (1 + x)

    def residual(y):
        p = y[:5][fold]
        r = H1 @ p - 2 * b * p**3 - y[5] * p
        return np.append(r[:5], p @ p - 1)
    guess = uniform + np.sqrt(2 * x / G) * wave(N, 1)
    guess /= np.linalg.norm(guess)
    y = fsolve(residual, np.append(guess[:5], -2 - 2 * b / N), xtol=1e-13)
    assert np.max(np.abs(residual(y))) < 1e-11
    p = y[:5][fold]
    a, second = p @ wave(N, 1), p @ wave(N, 2)
    gain = energy(p, b, 1.0) - energy(uniform, b, 1.0)
    return np.array([a**2 / x, gain / x**2, second / a**2])


# Linear extrapolation to x = 0 removes the leading correction
slopes = 2 * near_threshold(0.001) - near_threshold(0.002)
laws = np.array([2 / G, -4 * ec / (N * G),
                 3 * np.sqrt(2) / (4 * (1 + 2 * cosine))])
assert np.all(np.abs(slopes / laws - 1) < 2e-3)

# Just below threshold the search must find only the uniform state
below = search(0.999 * ec, 60)
uniform_below = -2 - 0.999 * ec / N
assert below.min() > uniform_below - 1e-9
assert below.max() < uniform_below + 1e-7

# Minimum at the specified coupling
peak = np.full(N, 0.02)
peak[0] = 1 - 0.02 * (N - 1)
psi, u, E_min, level = relax(peak, alpha)
found = search(E_p / t, 60)
assert abs(found.min() * t - E_min) < 1e-8
modes_min = constrained_modes(psi, E_p)[0]
assert modes_min[0] > 0
hopping = psi @ (t * H1) @ psi
coupling_energy = -alpha * np.sum(u * psi**2)
elastic = 0.5 * K * np.sum(u**2)
assert abs(hopping + coupling_energy + elastic - E_min) < 1e-9
assert E_min < E_u

# Bond-centred saddle and the two minima below it
pair = np.full(N, 0.02)
pair[3:5] = 0.44
psi_b, u_b, E_bond, _ = relax(pair, alpha, mirror=True)
modes_b, vectors_b = constrained_modes(psi_b, E_p)
assert np.sum(modes_b < 0) == 1 and E_bond > E_min
ends = []
for sign in (1, -1):
    start = psi_b + sign * 0.01 * vectors_b[:, 0]
    start /= np.linalg.norm(start)
    assert energy(start, E_p) < E_bond
    end, _, E_end, _ = relax(start**2, alpha)
    assert abs(E_end - E_min) < 1e-9
    ends.append(int(np.argmax(end)))
assert sorted(ends) == [3, 4]

# Sweep through the threshold
sweep = []
for ratio in (1.0, 1.15, 1.2, 1.5, 2.0, 3.0):
    p, _, e, _ = relax(peak, np.sqrt(2 * K * ratio * t))
    assert abs(search(ratio, 24).min() * t - e) < 1e-8
    gain = -2 * t - ratio * t / N - e
    assert (gain > 1e-7) == (ratio * t > E_c)
    sweep.append((ratio, 1 / np.sum(p**4), p[0]**2, gain))

print(f"sites N = {N}")
print(f"hopping t = {t:.3f} eV")
print(f"coupling alpha = {alpha:.3f} eV/angstrom")
print(f"stiffness K = {K:.3f} eV/angstrom^2")
print(f"one-site binding E_p = {E_p:.4f} eV")
print(f"E_p/t = {E_p/t:.4f}")
print(f"critical E_c = {E_c:.5f} eV")
print(f"critical E_c/t = {ec:.5f}")
print(f"critical alpha (numerical root) = {alpha_c:.4f} eV/angstrom")
for m in range(1, N // 2 + 1):
    print(f"mode {m}: energy cost {costs[m-1]:+.5f} eV, "
          f"stiffness {stiffs[m-1]:+.3f} eV/angstrom^2")
for sites, value in long_rings:
    print(f"critical E_p, {sites} sites = {value:.5f} eV")
print(f"quartic factor G = {G:.4f}")
print(f"a^2/x at threshold: solved {slopes[0]:.4f}, law {laws[0]:.4f}")
print(f"(E-E_u)/(t x^2): solved {slopes[1]:.4f}, law {laws[1]:.4f}")
print(f"b/a^2 at threshold: solved {slopes[2]:.4f}, law {laws[2]:.4f}")
print(f"search at 0.999 E_c: {len(below)} starts, largest |E-E_u|/t = "
      f"{np.max(np.abs(below-uniform_below)):.1e}")
print(f"uniform energy E_u = {E_u:.5f} eV")
print(f"minimum energy = {E_min:.5f} eV")
print(f"gain over uniform state = {E_u-E_min:.5f} eV")
print(f"gain over free band edge -2t = {-2*t-E_min:.5f} eV")
print(f"hopping part = {hopping:.5f} eV")
print(f"coupling part = {coupling_energy:.5f} eV")
print(f"elastic part = {elastic:.5f} eV")
print(f"electronic level = {level:.5f} eV")
print(f"participation number = {1/np.sum(psi**4):.4f} sites")
for j in range(N // 2 + 1):
    print(f"distance {j}: density {psi[j]**2:.5f}, u = {u[j]:.5f} angstrom")
print(f"lowest constrained mode at minimum = {modes_min[0]:.5f} eV")
print(f"bond-centred energy = {E_bond:.5f} eV")
print(f"bond saddle above minimum = {1000*(E_bond-E_min):.3f} meV")
print(f"falling mode at bond saddle = {modes_b[0]:.5f} eV")
print(f"peak density at bond saddle = {psi_b[3]**2:.5f}")
for ratio, part, top, gain in sweep:
    print(f"E_p/t = {ratio:.2f}: participation {part:.4f} sites, "
          f"peak {top:.4f}, gain {1000*abs(gain):.4f} meV")
print("PASS")
```

It prints:

```
sites N = 8
hopping t = 0.100 eV
coupling alpha = 2.000 eV/angstrom
stiffness K = 10.000 eV/angstrom^2
one-site binding E_p = 0.2000 eV
E_p/t = 2.0000
critical E_c = 0.11716 eV
critical E_c/t = 1.17157
critical alpha (numerical root) = 1.5307 eV/angstrom
mode 1: energy cost -0.04142 eV, stiffness -7.071 eV/angstrom^2
mode 2: energy cost +0.10000 eV, stiffness +5.000 eV/angstrom^2
mode 3: energy cost +0.24142 eV, stiffness +7.071 eV/angstrom^2
mode 4: energy cost +0.30000 eV, stiffness +7.500 eV/angstrom^2
critical E_p, 16 sites = 0.06090 eV
critical E_p, 32 sites = 0.03074 eV
quartic factor G = 1.6360
a^2/x at threshold: solved 1.2225, law 1.2225
(E-E_u)/(t x^2): solved -0.3580, law -0.3581
b/a^2 at threshold: solved 0.4393, law 0.4393
search at 0.999 E_c: 60 starts, largest |E-E_u|/t = 5.3e-15
uniform energy E_u = -0.22500 eV
minimum energy = -0.25184 eV
gain over uniform state = 0.02684 eV
gain over free band edge -2t = 0.05184 eV
hopping part = -0.10811 eV
coupling part = -0.28745 eV
elastic part = 0.14372 eV
electronic level = -0.39556 eV
participation number = 1.3916 sites
distance 0: density 0.84131, u = 0.16826 angstrom
distance 1: density 0.07330, u = 0.01466 angstrom
distance 2: density 0.00552, u = 0.00110 angstrom
distance 3: density 0.00046, u = 0.00009 angstrom
distance 4: density 0.00012, u = 0.00002 angstrom
lowest constrained mode at minimum = 0.16790 eV
bond-centred energy = -0.23671 eV
bond saddle above minimum = 15.130 meV
falling mode at bond saddle = -0.12085 eV
peak density at bond saddle = 0.41379
E_p/t = 1.00: participation 8.0000 sites, peak 0.1250, gain 0.0000 meV
E_p/t = 1.15: participation 8.0000 sites, peak 0.1250, gain 0.0000 meV
E_p/t = 1.20: participation 7.1630 sites, peak 0.1942, gain 0.0209 meV
E_p/t = 1.50: participation 2.5450 sites, peak 0.5784, gain 3.3734 meV
E_p/t = 2.00: participation 1.3916 sites, peak 0.8413, gain 26.8355 meV
E_p/t = 3.00: participation 1.1316 sites, peak 0.9391, gain 96.3257 meV
PASS
```
